# Radial and angular correlation coefficients along the helium isoelectronic series: verification in Python

```python
"""Correlation coefficients of two-electron atoms (Hartree atomic units).

Result under test, for a rotationally invariant singlet ground state:
  tau_ang = <r1.r2>/<r^2> = 1 - <r12^2>/(2 <r^2>)
  tau_rad = (<r1 r2> - <r>^2)/(<r^2> - <r>^2)
and both tend to constant/Z for large nuclear charge Z.
Symbols: s=r1+r2, t=r1-r2, u=r12; <r>, <r^2> are means per electron.
Trial function: exp(-alpha s) times a polynomial in s, t^2 and u.
Calculations use rho=Z r, repulsion strength lam=1/Z and a=alpha/Z.
"""
from functools import lru_cache
from math import factorial, gamma, sqrt, acos, degrees
import numpy as np
from mpmath import mp, mpf
from scipy import constants
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar
from scipy.special import eval_genlaguerre, eval_legendre
from pyscf import gto, scf, fci

mp.dps = 40


@lru_cache(maxsize=None)
def moment(i, j, k):
    """Integral of s^i t^j u^k exp(-2s) over 0 < t < u < s."""
    n = i + j + k + 2
    return mpf(factorial(n)) / ((j + 1) * (j + k + 2) * 2 ** (n + 1))


def multiply(p, q):
    out = {}
    for x, cx in p.items():
        for y, cy in q.items():
            key = (x[0] + y[0], x[1] + y[1], x[2] + y[2])
            out[key] = out.get(key, 0) + cx * cy
    return out


def integrate(weight, p, q):
    total = mpf(0)
    for key, c in multiply(weight, multiply(p, q)).items():
        if c != 0:
            total += c * moment(*key)
    return total


VOLUME = {(2, 0, 1): 1, (0, 2, 1): -1}
WEIGHTS = {
    "one": VOLUME,
    "nuc": {(1, 0, 1): -4},
    "rep": {(2, 0, 0): 1, (0, 2, 0): -1},
    "r": multiply(VOLUME, {(1, 0, 0): 0.5}),
    "rr": multiply(VOLUME, {(2, 0, 0): 0.25, (0, 2, 0): 0.25}),
    "r1r2": multiply(VOLUME, {(2, 0, 0): 0.25, (0, 2, 0): -0.25}),
    "uu": multiply(VOLUME, {(0, 0, 2): 1}),
}


def derivatives(e):
    i, j, k = e
    ds = {e: -1}
    if i:
        ds[(i - 1, j, k)] = i
    dt = {(i, j - 1, k): j} if j else {}
    du = {(i, j, k - 1): k} if k else {}
    return ds, dt, du


def kinetic(e, f):
    es, et, eu = derivatives(e)
    fs, ft, fu = derivatives(f)
    total = sum(integrate(VOLUME, p, q)
                for p, q in ((es, fs), (et, ft), (eu, fu)))
    ws = {(1, 0, 2): 1, (1, 2, 0): -1}
    wt = {(2, 1, 0): 1, (0, 1, 2): -1}
    total += integrate(ws, es, fu) + integrate(ws, eu, fs)
    total += integrate(wt, et, fu) + integrate(wt, eu, ft)
    return total


def build(basis):
    """Operator matrices in an orthonormalized basis, at alpha=1."""
    n = len(basis)
    raw = {name: np.zeros((n, n), dtype=object) for name in WEIGHTS}
    raw["kin"] = np.zeros((n, n), dtype=object)
    for i in range(n):
        for j in range(i + 1):
            for name, weight in WEIGHTS.items():
                value = integrate(weight, {basis[i]: 1}, {basis[j]: 1})
                raw[name][i, j] = raw[name][j, i] = value
            value = kinetic(basis[i], basis[j])
            raw["kin"][i, j] = raw["kin"][j, i] = value
    overlap = raw.pop("one")
    q = np.zeros((n, n), dtype=object)
    q[0, 0] = 1 / mp.sqrt(overlap[0, 0])
    for i in range(1, n):
        proj = q[:i] @ overlap[:, i]
        row = -(proj @ q[:i])
        row[i] = row[i] + 1
        q[i] = row / mp.sqrt(overlap[i, i] - proj @ proj)
    mats = {name: (q @ m @ q.T).astype(float) for name, m in raw.items()}
    mats["q"] = q.astype(float)
    return mats


def solve(mats, lam, size=None):
    """Lowest state and means in rho units; energy is E/Z^2."""
    m = {name: x[:size, :size] for name, x in mats.items()}
    potential = m["nuc"] + lam * m["rep"]

    def lowest(a):
        return np.linalg.eigvalsh(a * a * m["kin"] + a * potential)[0]

    a = minimize_scalar(lowest, bounds=(0.4, 1.8), method="bounded",
                        options={"xatol": 1e-8}).x
    values, vectors = np.linalg.eigh(a * a * m["kin"] + a * potential)
    c = vectors[:, 0]
    mean = {name: c @ m[name] @ c for name in m if name != "q"}
    virial = 2 * a * a * mean["kin"] + a * (c @ potential @ c)
    assert abs(virial) < 1e-5
    out = {"a": a, "energy": values[0], "c": c, "r": mean["r"] / a}
    for name in ("rr", "r1r2", "uu"):
        out[name] = mean[name] / a ** 2
    out["dot"] = out["rr"] - out["uu"] / 2
    out["ang"] = 1 - out["uu"] / (2 * out["rr"])
    out["rad"] = (out["r1r2"] - out["r"] ** 2) / (out["rr"] - out["r"] ** 2)
    return out


def gauss(n, low, high):
    x, w = np.polynomial.legendre.leggauss(n)
    return low + (high - low) * (x + 1) / 2, w * (high - low) / 2


def first_order_slope(l, size=14):
    """Limit of Z*tau from hydrogenic pseudostates; l=1 angular, l=0 radial."""
    def radial(k, r):
        norm = sqrt(factorial(k) * 2 ** (2 * l + 3) / gamma(k + 2 * l + 3))
        lag = eval_genlaguerre(k, 2 * l + 2, 2 * r)
        dlag = -2 * eval_genlaguerre(k - 1, 2 * l + 3, 2 * r) if k else 0 * r
        env = norm * np.exp(-r) * r ** l
        return env * r * lag, env * ((l + 1 - r) * lag + r * dlag)

    r, w = gauss(240, 0, 60)
    pairs = [radial(k, r) for k in range(size)]
    f = np.array([p[0] for p in pairs])
    df = np.array([p[1] for p in pairs])
    assert np.allclose((f * w) @ f.T, np.eye(size), atol=1e-9)
    h = (df * w / 2) @ df.T
    h += (f * w * (l * (l + 1) / (2 * r * r) - 1 / r)) @ f.T
    energy, vec = eigh(h)
    ground = 2 * r * np.exp(-r)
    d = vec.T @ (f @ (w * r * ground))
    v, wv = gauss(60, 0, 1)
    inner_r = r[:, None] * v
    inner_ground = 2 * inner_r * np.exp(-inner_r)
    inner = np.array([
        (radial(k, inner_r)[0] * inner_ground * inner_r ** l) @ wv * r
        for k in range(size)])
    half = (f * ground * w / r ** (l + 1)) @ inner.T
    repulsion = vec.T @ (half + half.T) @ vec
    start = 1 if l == 0 else 0
    e, d = energy[start:], d[start:]
    repulsion = repulsion[start:, start:]
    total = np.sum(np.outer(d, d) * repulsion / (e[:, None] + e + 1))
    mean_r = np.sum(w * r * ground ** 2)
    variance = np.sum(w * r * r * ground ** 2)
    if l == 0:
        variance -= mean_r ** 2
    return -2 * total / ((2 * l + 1) * variance)


# Basis ordered by degree, so that the first 34 functions form a smaller set.
basis = [(i, 2 * j, n - i - 2 * j) for n in range(7)
         for j in range(n // 2 + 1) for i in range(n - 2 * j + 1)]
small = sum(sum(e) <= 5 for e in basis)
mats = build(basis)
charges = (1, 2, 3, 4, 5, 6, 8, 10)
series = {z: solve(mats, 1 / z) for z in charges}
smaller = {z: solve(mats, 1 / z, small) for z in charges}
for z in charges:
    tolerance = 5e-3 if z == 1 else 2e-4  # the anion is diffuse
    assert abs(series[z]["ang"] - smaller[z]["ang"]) < tolerance
    assert abs(series[z]["rad"] - smaller[z]["rad"]) < tolerance
    assert series[z]["energy"] <= smaller[z]["energy"] + 1e-12
angular = [abs(series[z]["ang"]) for z in charges[1:]]
assert all(x > y for x, y in zip(angular, angular[1:]))

# Helium by quadrature from explicit Cartesian positions, with r2 < r1.
he = series[2]
r1, w1 = gauss(80, 0, 28)
ratio, wr = gauss(40, 0, 1)
root, wroot = gauss(40, 0, 1)
r1g, ratio_g, root_g = np.meshgrid(r1, ratio, root, indexing="ij")
r2g = r1g * ratio_g
cosine = 1 - 2 * root_g ** 2
sine = np.sqrt(np.maximum(0, 1 - cosine ** 2))
pos1 = np.stack([0 * r1g, 0 * r1g, r1g])
pos2 = np.stack([r2g * sine, 0 * r1g, r2g * cosine])
distance = np.linalg.norm(pos1 - pos2, axis=0)
coefficients = he["c"] @ mats["q"]
psi = np.zeros_like(r1g)
for c, (i, j, k) in zip(coefficients, basis):
    psi += c * (r1g + r2g) ** i * (r1g - r2g) ** j * distance ** k
psi *= np.exp(-(r1g + r2g))
radial_weight = (r1g ** 3 * r2g ** 2 * w1[:, None, None]
                 * wr[None, :, None])
angle_weight = 4 * root_g * wroot
prob = psi ** 2 * radial_weight * angle_weight
norm = prob.sum()
prob /= norm
dot_direct = np.sum(prob * np.sum(pos1 * pos2, axis=0))
rr_direct = np.sum(prob * (r1g ** 2 + r2g ** 2) / 2)
r_direct = np.sum(prob * (r1g + r2g) / 2)
r1r2_direct = np.sum(prob * r1g * r2g)
ang_direct = dot_direct / rr_direct
rad_direct = (r1r2_direct - r_direct ** 2) / (rr_direct - r_direct ** 2)
assert abs(ang_direct - he["ang"]) < 1e-5
assert abs(rad_direct - he["rad"]) < 1e-5
center = np.sum(prob * np.sum(((pos1 + pos2) / 2) ** 2, axis=0))
uu = he["uu"] * he["a"] ** 2
assert abs((4 * center - uu) / (4 * center + uu) - ang_direct) < 1e-5

# Interference of neighbouring partial waves in the same helium function.
waves = [(2 * l + 1) / 2 * np.sum(
    psi * eval_legendre(l, cosine) * angle_weight, axis=2)
    for l in range(10)]
terms = []
for l in range(9):
    factor = 4 * (l + 1) / ((2 * l + 1) * (2 * l + 3))
    integrand = (radial_weight * r1g * r2g)[:, :, 0] * waves[l] * waves[l + 1]
    terms.append(factor * integrand.sum() / norm / rr_direct)
assert abs(sum(terms) - ang_direct) < 3e-5

# Statistical meaning: sampled pairs with random orientation and labels.
rng = np.random.default_rng(7)
count = 1000000
pick = rng.choice(prob.size, size=count, p=prob.ravel())
axis1 = rng.normal(size=(count, 3))
axis1 /= np.linalg.norm(axis1, axis=1)[:, None]
axis2 = rng.normal(size=(count, 3))
axis2 -= np.sum(axis1 * axis2, axis=1)[:, None] * axis1
axis2 /= np.linalg.norm(axis2, axis=1)[:, None]
x1 = r1g.ravel()[pick][:, None] * axis1
x2 = r2g.ravel()[pick][:, None] * (
    cosine.ravel()[pick][:, None] * axis1
    + sine.ravel()[pick][:, None] * axis2)
swap = (rng.random(count) < 0.5)[:, None]
first, second = np.where(swap, x2, x1), np.where(swap, x1, x2)
sample_ang = np.corrcoef(first[:, 2], second[:, 2])[0, 1]
sample_cross = np.corrcoef(first[:, 0], second[:, 2])[0, 1]
sample_rad = np.corrcoef(np.linalg.norm(first, axis=1),
                         np.linalg.norm(second, axis=1))[0, 1]
# Sampling error is about 0.001; allow five such errors.
assert abs(sample_ang - he["ang"]) < 0.005
assert abs(sample_rad - he["rad"]) < 0.005
assert abs(sample_cross) < 0.005

# Functions without angular correlation, then without any correlation.
radial_only = solve(build([e for e in basis if e[2] == 0]), 0.5)
product = solve(build([(0, 0, 0)]), 0.5)
assert abs(radial_only["ang"]) < 1e-10
assert abs(radial_only["rad"]) > 1e-3
assert abs(product["ang"]) < 1e-12 and abs(product["rad"]) < 1e-12

# Reversing the electron-electron force reverses the angular correlation.
attractive = solve(mats, -0.5)
assert he["ang"] < 0 < attractive["ang"]

# Large-Z law: variational extrapolation against perturbation sums.
slope_ang, slope_rad = first_order_slope(1), first_order_slope(0)
weak, weaker = solve(mats, 0.01), solve(mats, 0.005)
limit_ang = 2 * weaker["ang"] / 0.005 - weak["ang"] / 0.01
limit_rad = 2 * weaker["rad"] / 0.005 - weak["rad"] / 0.01
assert abs(limit_ang / slope_ang - 1) < 5e-3
assert abs(limit_rad / slope_rad - 1) < 5e-3

# Independent helium calculation with Gaussian orbitals and full CI.
mol = gto.M(atom="He 0 0 0", basis="aug-cc-pvtz", verbose=0)
mf = scf.RHF(mol).run()
ci_solver = fci.FCI(mf)
ci_energy, ci_vector = ci_solver.kernel()
orbitals = mf.mo_coeff
dm1, dm2 = ci_solver.make_rdm12(ci_vector, orbitals.shape[1], mol.nelec)
position = np.array([orbitals.T @ x @ orbitals for x in mol.intor("int1e_r")])
square = orbitals.T @ mol.intor("int1e_r2") @ orbitals
pair_dot = np.einsum("pqrs,xpq,xrs->", dm2, position, position, optimize=True)
ci_ang = pair_dot / np.sum(dm1 * square)
assert abs(ci_ang - he["ang"]) < 0.003  # finite Gaussian basis
assert 4 * he["energy"] < ci_energy

print(f"Hylleraas functions: {len(basis)}, smaller set: {small}")
print("Z | E (hartree) | <r> (bohr) | <r^2> (bohr^2)")
for z, x in series.items():
    print(f"{z:2d} {z*z*x['energy']:12.6f} {x['r']/z:9.5f} {x['rr']/z**2:10.6f}")
print("Z | <r12^2>, <r1.r2>, <r1 r2> (bohr^2)")
for z, x in series.items():
    print(f"{z:2d} {x['uu']/z**2:11.6f} {x['dot']/z**2:11.6f}"
          f" {x['r1r2']/z**2:11.6f}")
print("Z | tau_ang | tau_rad | Z*tau_ang (dimensionless)")
for z, x in series.items():
    print(f"{z:2d} {x['ang']:10.5f} {x['rad']:10.5f} {z*x['ang']:10.5f}")
for z in (1, 2):
    print(f"Z={z}, {small} functions: tau_ang {smaller[z]['ang']:.5f},"
          f" tau_rad {smaller[z]['rad']:.5f}")
print(f"He optimized alpha: {2*he['a']:.4f} 1/bohr")
print(f"He direct quadrature tau_ang: {ang_direct:.6f}")
print(f"He direct quadrature tau_rad: {rad_direct:.6f}")
print(f"He sampled corr(z1,z2): {sample_ang:.4f}")
print(f"He sampled corr(r1,r2): {sample_rad:.4f}")
print(f"He sampled corr(x1,z2): {sample_cross:.4f}")
for l in range(3):
    print(f"He partial waves {l},{l+1} in tau_ang: {terms[l]:.6f}")
print(f"He r1,r2-only energy: {4*radial_only['energy']:.6f} hartree")
print(f"He r1,r2-only tau_rad: {radial_only['rad']:.5f}")
print(f"Attractive pair, Z=2: tau_ang {attractive['ang']:.5f}")
print(f"Perturbation limit Z*tau_ang: {slope_ang:.5f}")
print(f"Variational limit Z*tau_ang: {limit_ang:.5f}")
print(f"Perturbation limit Z*tau_rad: {slope_rad:.5f}")
print(f"Variational limit Z*tau_rad: {limit_rad:.5f}")
print(f"He full CI/aug-cc-pVTZ energy: {ci_energy:.6f} hartree")
print(f"He full CI/aug-cc-pVTZ tau_ang: {ci_ang:.5f}")
weighted_cosine = he["dot"] / he["r1r2"]
print(f"He <r1.r2>/<r1 r2>: {weighted_cosine:.5f}")
print(f"Angle with that cosine: {degrees(acos(weighted_cosine)):.2f} degrees")
rms = sqrt(he["uu"]) / 2
bohr_pm = constants.physical_constants["Bohr radius"][0] * 1e12
print(f"He rms r12: {rms:.5f} bohr = {rms*bohr_pm:.2f} pm")
print("success")
```

Running it gives:

```
Hylleraas functions: 50, smaller set: 34
Z | E (hartree) | <r> (bohr) | <r^2> (bohr^2)
 1    -0.527743   2.70660  11.836607
 2    -2.903724   0.92947   1.193453
 3    -7.279913   0.57277   0.446275
 4   -13.655565   0.41428   0.232066
 5   -22.030971   0.32456   0.141969
 6   -32.406246   0.26679   0.095739
 8   -59.156594   0.19677   0.051955
10   -93.906806   0.15587   0.032556
Z | <r12^2>, <r1.r2>, <r1 r2> (bohr^2)
 1   25.049552   -0.688169    5.992253
 2    2.516377   -0.064735    0.827102
 3    0.927057   -0.017253    0.319954
 4    0.477944   -0.006906    0.168632
 5    0.290791   -0.003427    0.103913
 6    0.195363   -0.001942    0.070395
 8    0.105507   -0.000798    0.038407
10    0.065917   -0.000403    0.024141
Z | tau_ang | tau_rad | Z*tau_ang (dimensionless)
 1   -0.05814   -0.29560   -0.05814
 2   -0.05424   -0.11170   -0.10848
 3   -0.03866   -0.06866   -0.11598
 4   -0.02976   -0.04961   -0.11903
 5   -0.02414   -0.03885   -0.12068
 6   -0.02029   -0.03193   -0.12172
 8   -0.01537   -0.02354   -0.12294
10   -0.01236   -0.01865   -0.12364
Z=1, 34 functions: tau_ang -0.05939, tau_rad -0.29916
Z=2, 34 functions: tau_ang -0.05426, tau_rad -0.11170
He optimized alpha: 2.2345 1/bohr
He direct quadrature tau_ang: -0.054242
He direct quadrature tau_rad: -0.111699
He sampled corr(z1,z2): -0.0540
He sampled corr(r1,r2): -0.1131
He sampled corr(x1,z2): -0.0001
He partial waves 0,1 in tau_ang: -0.055215
He partial waves 1,2 in tau_ang: 0.000882
He partial waves 2,3 in tau_ang: 0.000072
He r1,r2-only energy: -2.878923 hartree
He r1,r2-only tau_rad: -0.12012
Attractive pair, Z=2: tau_ang 0.06735
Perturbation limit Z*tau_ang: -0.12621
Variational limit Z*tau_ang: -0.12621
Perturbation limit Z*tau_rad: -0.17954
Variational limit Z*tau_rad: -0.17954
He full CI/aug-cc-pVTZ energy: -2.900598 hartree
He full CI/aug-cc-pVTZ tau_ang: -0.05488
He <r1.r2>/<r1 r2>: -0.07827
Angle with that cosine: 94.49 degrees
He rms r12: 1.58631 bohr = 83.94 pm
success
```
